# The s-Wave KKR Equation for a Simple Cubic Lattice of Wells

## The setting

Identical attractive spherical wells sit at the sites $\mathbf R$ of a simple cubic lattice with constant $a$. Each has depth $V_0$ and radius $s$, with $a>2s$, so that the wells do not overlap. The potential between them is zero. One electron moves in this lattice, and its energy is negative.

Rydberg atomic units are used: $\hbar^2/2m=1$, lengths are in bohr and energies in Ry. Write $E=-\kappa^2$ with $\kappa>0$. Each well is assumed to act only on the part of the wave function that is spherically symmetric about its own centre. This is the s-wave-only model; part (g) examines what it omits.

For numerical work take the round parameters $V_0=5$ Ry, $s=1$ bohr and, unless stated otherwise, $a=6$ bohr.

## (a) One isolated well

**Question.** Find the condition for an s level $E_0=-\kappa_0^2$ of a single well. The normalized radial function $u(r)$, equal to $r$ times the wave function up to a constant and with $\int_0^\infty u^2dr=1$, has the tail $Ce^{-\kappa_0r}$. Find $C^2$.

**Answer.** The radial equation is $u''=(V-E)u$. Inside the well it reads $u''=-q_0^2u$ with $q_0^2=V_0-\kappa_0^2$. Since $u(0)=0$, the solution is proportional to $\sin q_0r$. Outside, the decaying solution is $Ce^{-\kappa_0r}$. Continuity of $u'/u$ at $r=s$ requires

$$q_0\cot q_0s=-\kappa_0 .$$

To normalize, express both parts of the integral through $u(s)^2=C^2e^{-2\kappa_0s}$. The outer part is $u(s)^2/(2\kappa_0)$. The inner part is

$$\frac{u(s)^2}{\sin^2q_0s}\int_0^s\sin^2q_0r\,dr
=\frac{u(s)^2}{\sin^2q_0s}\left[\frac s2-\frac{\sin q_0s\cos q_0s}{2q_0}\right].$$

The level condition gives $\cos q_0s=-(\kappa_0/q_0)\sin q_0s$. Inserting this in $\sin^2+\cos^2=1$ gives $1/\sin^2q_0s=1+\kappa_0^2/q_0^2=V_0/q_0^2$. The inner part therefore becomes $u(s)^2[sV_0/(2q_0^2)+\kappa_0/(2q_0^2)]$. Adding the outer part and using

$$\frac{\kappa_0}{q_0^2}+\frac1{\kappa_0}=\frac{\kappa_0^2+q_0^2}{\kappa_0q_0^2}=\frac{V_0}{\kappa_0q_0^2},$$

we find

$$1=\frac{u(s)^2}{2}\,\frac{V_0}{q_0^2}\left(s+\frac1{\kappa_0}\right),
\qquad
C^2=e^{2\kappa_0s}\,\frac{2\kappa_0}{1+\kappa_0s}\,\frac{q_0^2}{V_0}.$$

Solving the level condition by a numerical root search gives $\kappa_0=0.96510$ bohr$^{-1}$ and $q_0=2.01707$ bohr$^{-1}$. Hence $E_0=-0.931426$ Ry, or $-12.673$ eV, and

$$C^2=e^{1.9302}\times\frac{1.9302}{1.9651}\times\frac{4.0686}{5}=5.508\ \text{bohr}^{-1}.$$

If $s\to0$ at fixed $\kappa_0$, then $q_0\to\infty$ and $C^2\to2\kappa_0$, which would be $1.930$ bohr$^{-1}$. The finite radius thus raises $C^2$ by a factor of 2.85 here.

## (b) The wave between the wells

**Question.** Write down the Bloch wave outside the wells, and find its spherically symmetric part about the origin for $s<r<a-s$.

**Answer.** We first need the average of a decaying wave $e^{-\kappa d}/d$, centred at distance $R$ from the origin, over a sphere of radius $r<R$ about the origin. With $c$ the cosine of the angle between $\mathbf r$ and $\mathbf R$, the distance is given by $d^2=r^2+R^2-2rRc$, so $d\,\mathrm dd=-rR\,\mathrm dc$. Therefore

$$\frac12\int_{-1}^{1}\frac{e^{-\kappa d}}{d}\,\mathrm dc
=\frac1{2rR}\int_{R-r}^{R+r}e^{-\kappa d}\,\mathrm dd
=\frac{e^{-\kappa R}}{R}\,\frac{\sinh\kappa r}{\kappa r}.\tag{1}$$

Now write the Schrödinger equation as $(-\nabla^2+\kappa^2)\psi=\rho$, where $\rho$ is minus the action of the wells on $\psi$. For $\kappa^2>0$ there is no bounded solution without a source, so

$$\psi(\mathbf r)=\int\frac{e^{-\kappa|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}\,\rho(\mathbf r')\,d^3r'.$$

In the s-wave-only model the source in each well is spherically symmetric about its centre. By equation (1), with the source shell as the sphere, every shell produces outside itself a wave proportional to $e^{-\kappa d}/d$, where $d$ is now the distance from the centre of the well. The whole well does the same. Bloch's theorem fixes the relative amplitudes, and up to a common factor

$$\psi(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}.$$

The term $\mathbf R=0$ is already symmetric about the origin. Equation (1) averages the others. Multiplying the average by $r$ gives

$$u(r)=e^{-\kappa r}+S\,\frac{\sinh\kappa r}{\kappa},
\qquad
S(\kappa,\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{-\kappa R}}{R}.\tag{2}$$

The condition $r<a-s$ keeps the sphere outside the neighbouring wells. The terms $\mathbf R$ and $-\mathbf R$ are complex conjugates, so $S$ is real. It measures the wave that arrives at one site from all the others.

## (c) The secular equation

**Question.** Match this wave to the interior of the well and obtain the equation for the Bloch energies.

**Answer.** Inside the well the s part is $\sin qr$ with $q^2=V_0-\kappa^2$. Its logarithmic derivative at the edge is $L(\kappa)=q\cot qs$. The outer function (2) must satisfy $u'(s)=L\,u(s)$:

$$-\kappa e^{-\kappa s}+S\cosh\kappa s=L\left(e^{-\kappa s}+S\,\frac{\sinh\kappa s}{\kappa}\right).$$

Collecting the terms in $S$ on the left gives

$$S\left(\cosh\kappa s-\frac L\kappa\sinh\kappa s\right)=(\kappa+L)e^{-\kappa s},$$

or

$$F(\kappa)=S(\kappa,\mathbf k),\qquad
F(\kappa)=\frac{(\kappa+L)\,e^{-\kappa s}}{\cosh\kappa s-(L/\kappa)\sinh\kappa s}.\tag{3}$$

This is the KKR secular equation with one partial wave, so the usual determinant has shrunk to a single number. The left side knows only the well, and the right side knows only the lattice. The division is allowed near the level, where $L\approx-\kappa$ and the denominator is close to $e^{\kappa s}$. When the sites are far apart, $S\to0$ and equation (3) returns $L=-\kappa_0$, the level condition of part (a).

## (d) Linearization about the level

**Question.** Express $F'(\kappa_0)$ through the tail amplitude $C$, and find $E(\mathbf k)$ to first order in $S$.

**Answer.** The numerator of $F$ vanishes at $\kappa_0$, so only its derivative contributes to $F'(\kappa_0)$. The denominator there is $\cosh\kappa_0s+\sinh\kappa_0s=e^{\kappa_0s}$. Thus

$$F'(\kappa_0)=e^{-2\kappa_0s}\left(1+\frac{dL}{d\kappa}\right)_{\kappa_0}.$$

To find $dL/d\kappa$, differentiate $u''=(V-E)u$ with respect to $E$ and write $\dot u=\partial u/\partial E$. This gives $\dot u''=(V-E)\dot u-u$, and hence

$$\frac{d}{dr}\left(u\dot u'-u'\dot u\right)=u\dot u''-u''\dot u=-u^2.$$

Integrate from $0$ to $s$. Both $u$ and $\dot u$ vanish at the origin, because $u(0)=0$ at every energy. Since $L=u'/u$ at $r=s$,

$$\frac{dL}{dE}=\frac{u\dot u'-u'\dot u}{u^2}\bigg|_{s}=-\frac{1}{u(s)^2}\int_0^su^2\,dr .$$

With $dE/d\kappa=-2\kappa$ the sign changes, and $dL/d\kappa=2\kappa\int_0^su^2dr/u(s)^2$. At $\kappa_0$ use the normalized function of part (a), for which $u(s)^2=C^2e^{-2\kappa_0s}$ and the inner integral is one minus the tail, $1-C^2e^{-2\kappa_0s}/(2\kappa_0)$. Then

$$\frac{dL}{d\kappa}\bigg|_{\kappa_0}=\frac{2\kappa_0e^{2\kappa_0s}}{C^2}-1,
\qquad
F'(\kappa_0)=\frac{2\kappa_0}{C^2}.$$

The example gives $1.9302/5.508=0.3505$, a pure number.

For small $S$, equation (3) becomes $F'(\kappa_0)(\kappa-\kappa_0)\approx S(\kappa_0,\mathbf k)$, so $\kappa-\kappa_0\approx C^2S/(2\kappa_0)$. Also $E-E_0=-(\kappa^2-\kappa_0^2)\approx-2\kappa_0(\kappa-\kappa_0)$. The factors $2\kappa_0$ cancel:

$$E(\mathbf k)\approx E_0-C^2S(\kappa_0,\mathbf k).\tag{4}$$

The well enters this first-order result through $E_0$ and the strength of its tail alone. A positive $S$, meaning that the neighbours' waves arrive in phase, lowers the energy.

## (e) The band for well-separated sites

**Question.** Keep the nearest neighbours in equation (4). Find the band, its hopping parameter $t$ and its width, and state when the result holds.

**Answer.** The six nearest neighbours lie at $\pm a$ along the three axes. Each pair contributes $e^{ik_ja}+e^{-ik_ja}=2\cos k_ja$, so

$$S\approx\frac{2e^{-\kappa_0a}}{a}\left(\cos k_xa+\cos k_ya+\cos k_za\right).$$

Equation (4) is then the tight-binding band

$$E(\mathbf k)=E_0-2t\left(\cos k_xa+\cos k_ya+\cos k_za\right),
\qquad t=C^2\,\frac{e^{-\kappa_0a}}{a}.\tag{5}$$

In ordinary units $t=(\hbar^2/2m)\,C^2e^{-\kappa_0a}/a$. The exponential is the decay of the tail under the barrier, and $1/a$ is the spreading of a spherical wave. The sum of cosines runs from $3$ at $\mathbf k=0$ to $-3$ at the zone corner. The minimum is therefore $E_0-6t$, the maximum is $E_0+6t$, and the width is $12t$.

Two approximations have been made, and both need $\kappa_0a\gg1$.

First, farther neighbours were dropped. One second neighbour, at distance $\sqrt2a$, has the weight

$$\frac{t_2}{t}=\frac{e^{-(\sqrt2-1)\kappa_0a}}{\sqrt2}\tag{6}$$

relative to a nearest neighbour, and there are twelve of them.

Second, $S$ was evaluated at $\kappa_0$ instead of at the true $\kappa$, and $F$ was replaced by its tangent. These changes enter at second order in $S$. Part (f) estimates their size relative to $6t$ as $3C^2e^{-\kappa_0a}/\kappa_0$. Since $C^2$ contains the factor $e^{2\kappa_0s}$, the error depends on the radius of the well as well as on $\kappa_0a$. For $\kappa_0=2$ bohr$^{-1}$ and $a=6$ bohr, the largest deviation of equation (3) from the cosine band at the points used in part (g) is 1% of $6t$ for $s=1$ bohr and 5% for $s=2.9$ bohr, with the lowest s level in both cases.

The proportionality $t\propto e^{-\kappa_0a}/a$ refers to a fixed well, so that $C$ and $\kappa_0$ stay constant while $a$ changes. For a shallow level with $\kappa_0a\lesssim1$ many neighbours contribute, and neither approximation behind equation (5) is justified.

## (f) Numbers at $a=6$ bohr

**Question.** Evaluate $t$ and the cosine band at $\Gamma=(0,0,0)$, $X=\frac\pi a(1,0,0)$, $M=\frac\pi a(1,1,0)$ and $R=\frac\pi a(1,1,1)$. Compare with the solution of equation (3), and account for the differences.

**Answer.** Here $\kappa_0a=5.7906$ and $e^{-\kappa_0a}/a=5.0935\times10^{-4}$ bohr$^{-1}$. Hence

$$t=5.508\times5.0935\times10^{-4}=0.002805\ \text{Ry}=38.2\ \text{meV}.$$

The cosine sums at the four points are $3,1,-1,-3$. At $\Gamma$, for example, $E=-0.93143-6\times0.002805=-0.94826$ Ry.

The KKR energies follow from a numerical root search in equation (3), with $S$ summed directly over sites up to eight lattice constants away along each axis. The column "linear" is equation (4) with the same sum. All energies are in Ry.

| Point | KKR | Linear | Cosine |
|---|---|---|---|
| $\Gamma$ | −0.94977 | −0.95066 | −0.94826 |
| $X$ | −0.93611 | −0.93616 | −0.93704 |
| $M$ | −0.92520 | −0.92530 | −0.92582 |
| $R$ | −0.91605 | −0.91658 | −0.91459 |

The largest difference between the KKR and cosine values is at $\Gamma$. It is 0.0015 Ry, or 9% of $6t$. Two effects of opposite sign produce it.

Equation (6) gives $t_2/t=0.064$. At $\Gamma$ all twelve second neighbours are in phase, and they lower the energy by $12t_2=0.0022$ Ry. This is most of the step from the cosine to the linear value.

The step from linear to KKR is upward, by 0.0009 Ry at $\Gamma$ and 0.0005 Ry at $R$. Its main origin is the dependence of $S$ on $\kappa$. Write $\delta=\kappa-\kappa_0\approx C^2S/(2\kappa_0)$. For nearest neighbours $\partial S/\partial\kappa=-aS$, because differentiating $e^{-\kappa a}/a$ brings down a factor $-a$. Replacing $S$ in equation (4) by $S-aS\delta$ adds

$$C^2aS\delta=\frac{a\,(C^2S)^2}{2\kappa_0},$$

which is positive for either sign of $S$. At $\Gamma$ and $R$, where $C^2|S|\approx6t$, it is $6\times(0.01683)^2/1.930=0.0009$ Ry. This estimate omits farther neighbours and the remaining second-order terms, so it gives the sign and size of the shift but not its difference between the two points.

The bandwidth agrees much better than the individual energies. KKR gives $E_R-E_\Gamma=0.03372$ Ry, or 0.459 eV, while $12t=0.03366$ Ry, or 0.458 eV. The second neighbours are in phase at $R$ as well as at $\Gamma$, so they shift both edges equally and drop out of the width. The rest of the agreement is a cancellation. The linear width is 0.03409 Ry, which exceeds $12t$ by 0.0004 Ry, and the terms beyond first order in $S$, taken together, remove nearly the same amount. The second-order terms alone remove slightly more than the excess, and the third-order terms restore part of it.

## (g) The exponential law and the neglected partial waves

**Question.** Use KKR bandwidths at larger $a$ to examine the law for $t$. Then explain at what order in $t$ the higher partial waves would change the band.

**Answer.** Define $t_{\rm KKR}=(E_R-E_\Gamma)/12$ from the solutions of equation (3), with the same wells throughout. The last column is the largest difference between KKR and cosine energies at $\Gamma,X,M,R$ and $P=\frac{\pi}{2a}(1,1,1)$, relative to $6t$.

| $a$ (bohr) | $t_{\rm KKR}$ (Ry) | $t$ (Ry) | Difference |
|---|---|---|---|
| 6 | $2.8101\times10^{-3}$ | $2.8053\times10^{-3}$ | 9.0% |
| 8 | $3.0593\times10^{-4}$ | $3.0533\times10^{-4}$ | 5.4% |
| 10 | $3.5468\times10^{-5}$ | $3.5447\times10^{-5}$ | 2.6% |
| 12 | $4.2873\times10^{-6}$ | $4.2866\times10^{-6}$ | 1.2% |

If $t\propto e^{-\kappa_0a}/a$, then $\ln(a\,t)$ falls with slope $-\kappa_0$. Between the last two rows the decay rate of $a\,t_{\rm KKR}$ is 0.9653 bohr$^{-1}$, against $\kappa_0=0.9651$ bohr$^{-1}$.

The relative excess of $t_{\rm KKR}$ over $t$ is 0.17%, 0.20%, 0.06% and 0.02% down the table, so it first rises slightly. This results from a competition between third neighbours and the terms beyond first order in $S$. Take the third neighbours first. There are eight, at distance $\sqrt3a$, in phase at $\Gamma$ and out of phase at $R$. They widen the band by $16t_3$, where $t_3/t=e^{-(\sqrt3-1)\kappa_0a}/\sqrt3$. Relative to $12t$ this is 1.1%, 0.27%, 0.07% and 0.02%. At $a=6$ the terms beyond first order in $S$ together cancel most of it, as found in part (f). They die out faster than the third-neighbour term, which accounts for nearly all of the excess at the largest spacings.

For the higher partial waves, consider the point $P$. The phases of opposite neighbours there are $i$ and $-i$, so their waves cancel at the central site but leave a gradient, which is a p wave. Its amplitude is proportional to $e^{-\kappa_0a}$, apart from powers of $a$. A real well also attracts this p wave. To first order in the omitted part of the potential, the energy changes by $-V_0$ times the integral of the squared p part over the well. Since $V_0$ is not small, higher orders in $V_0$ change the coefficient. The p wave inside the well is, however, linear in the incoming amplitude, so the shift remains quadratic in that small amplitude. It is of order $t^2$, whereas the hopping is of first order. The argument requires that the well have no level of higher angular momentum near $E_0$, since the response would then be large.

The size of the effect follows from diagonalizing the Hamiltonian in plane waves twice with the same cutoff, once with the full wells and once with their s-wave parts alone. At $P$ the full wells lower the energy by $1.7\times10^{-3}$ Ry for $a=4$ bohr, which is 6% of $t$, and by $1.4\times10^{-5}$ Ry for $a=6$ bohr, which is 0.5% of $t$. Divided by $t^2$, the shifts are $-2.1$ and $-1.8$ Ry$^{-1}$. They are nearly equal although $t$ itself changes about tenfold, as expected of a second-order effect. The ratio is not strictly constant. The p amplitude relative to $t$ carries the factor $1+1/(\kappa_0a)$, whose square falls by a factor 1.15 from $a=4$ to $a=6$ bohr, which matches the change in the ratio.

Numbers in the example were calculated in double precision.
